# Why triplet excitonic couplings decay exponentially and singlet couplings as powers

**Question.** Two equal closed-shell molecules, L and R, stand a distance $R$ apart, and one of them is excited. The excitation can pass to the other. Why does the coupling that moves it fall as a power of $R$ for a singlet but exponentially for a triplet? Which terms are left in the triplet, and how do they depend on the fraction of exact exchange in a hybrid functional?

## The mechanism: each molecule keeps its spin

Let $|L\rangle$ and $|R\rangle$ be the states with the excitation on the left and on the right. They have equal energy $E_0$ and coupling $V$, so the two eigenstates lie at $E_\pm=E_0\pm V$ and

$$V=\tfrac12(E_+-E_-).$$

The phases are chosen so that the plus state has parallel transition densities on the two molecules. Relativistic terms are left out.

Suppose first that no orbital of L overlaps any orbital of R. The Hamiltonian is then

$$\hat H_0=\hat H_L+\hat H_R+\iint\frac{\hat\rho_L(\mathbf r)\,\hat\rho_R(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',$$

where $\hat\rho_L$ and $\hat\rho_R$ are the charge densities, nuclei included. The electron density is summed over spin, so it commutes with the spin $\hat{\mathbf S}_L$ of the left molecule. Hence $\hat H_0$ commutes with $\hat{\mathbf S}_L^2$.

In a triplet transfer the left molecule goes from spin 1 to spin 0. The two states belong to different eigenvalues of $\hat{\mathbf S}_L^2$, so the matrix element of $\hat H_0$ between them vanishes. So does that of any function of $\hat H_0$, including the resolvent that generates higher orders of perturbation theory. Polarization and dispersion therefore cannot open a long-range path.

In a singlet transfer both molecules have spin 0 before and after. Nothing forbids the Coulomb term, which is long-ranged.

What was dropped from $\hat H_0$ contains, for at least one electron, the product of an orbital on L and an orbital on R. For bound electrons such products are exponentially small.

Full configuration interaction for two parallel H$_2$ molecules in a minimal basis shows the contrast without any density functional. From 6 to 12 Å the singlet coupling falls from 24.8 to 3.13 meV, a power of 2.99. The triplet coupling is 8.1 meV at 3 Å and $1.8\times10^{-6}$ meV at 6 Å. At 12 Å it is at the level of rounding error. The triplet values depend strongly on the basis, whose Gaussian tails fall faster than an exponential: at 3 Å the larger 6-31++G basis gives 45 meV instead of 8.1 meV. They show the contrast, not the true size or rate of the triplet coupling.

## The formula in hybrid TDDFT

Take real orbitals, an adiabatic local kernel and the Tamm-Dancoff approximation, which keeps excitations and drops de-excitations. Let $i,j$ be occupied orbitals, $p,q$ virtual ones, and $a$ the fraction of exact exchange. An excitation with amplitudes $X_{jq\tau}$ changes the density matrix of spin $\tau$ by $\sum_{jq}X_{jq\tau}\,\phi_q(\mathbf r)\phi_j(\mathbf r')$. The effective one-electron operator responds in three ways:

- The Hartree potential changes for both spins alike, which gives $(ip|jq)$.
- The local exchange-correlation potential changes through its kernel $f_{\sigma\tau}$, which gives $\langle ip|f_{\sigma\tau}|jq\rangle$. The weight $1-a$ of local exchange is included in $f$.
- Exact exchange acts between equal spins and pairs the orbitals differently, which gives $-a\,\delta_{\sigma\tau}(ij|pq)$.

Here $(ip|jq)$ is the Coulomb interaction of the charge clouds $\phi_i\phi_p$ and $\phi_j\phi_q$. For a singlet the amplitudes of the two spins are equal, and the same-spin and opposite-spin elements add. For the triplet with $M_S=0$ they are opposite, and the elements subtract:

$$K^{S}=2(ip|jq)+\langle ip|f_{\uparrow\uparrow}+f_{\uparrow\downarrow}|jq\rangle-a(ij|pq),$$

$$K^{T}=\langle ip|f_{\uparrow\uparrow}-f_{\uparrow\downarrow}|jq\rangle-a(ij|pq).$$

The Hartree term has dropped out of the triplet. This is spin conservation again, now in the response matrix.

### The singlet at long range

Put $i,p$ on L and $j,q$ on R. The cloud $\phi_i\phi_p$ has no net charge, because the two orbitals are orthogonal. Its leading moment is the dipole $\mathbf d=\int\phi_i\,\mathbf r\,\phi_p\,d\mathbf r$. Two parallel dipoles perpendicular to the line joining them interact with energy $d^2/R^3$ in atomic units, so the Hartree term gives $2d^2/R^3$. The transition dipole of a singlet, with amplitude $1/\sqrt2$ for each spin, is $\mu=\sqrt2\,d$. Therefore

$$V^S\to\frac{\mu^2}{R^3}.$$

If $\mu=0$, this first-order Coulomb term begins with the first nonzero multipole and falls with a higher power.

### The triplet: two direct terms and one indirect term

Let each molecule have one hole orbital $h$ and one electron orbital $e$, built so that all four orbitals are orthonormal. There are four configurations. In $LL$ and $RR$ the hole and the electron share a molecule. In the charge-transfer (CT) configurations $LR$ and $RL$, the first letter locates the hole and the second the electron. With $F$ the one-electron operator and $f_T=f_{\uparrow\uparrow}-f_{\uparrow\downarrow}$, the triplet matrix is

$$A_{XY,X'Y'}=\delta_{XX'}F_{e_Ye_{Y'}}-\delta_{YY'}F_{h_Xh_{X'}}+\langle h_Xe_Y|f_T|h_{X'}e_{Y'}\rangle-a(h_Xh_{X'}|e_Ye_{Y'}).$$

Between $LL$ and $RR$ both Kronecker deltas vanish. The direct coupling is

$$V_{\rm dir}=\langle h_Le_L|f_T|h_Re_R\rangle-a(h_Lh_R|e_Le_R).$$

The indirect path moves one particle at a time. Let $T_e=A_{LL,LR}$ be the electron hop, $T_h=A_{LR,RR}$ the hole hop, and $\Delta=E_{CT}-E_{\rm loc}$ the energy of a CT configuration above a local one. If $c$ denotes the coefficients of an eigenvector with energy $E\approx E_{\rm loc}$, and the coupling between the two CT configurations is neglected, the row of $LR$ reads

$$T_e\,c_{LL}+T_h\,c_{RR}+(E_{CT}-E)\,c_{LR}=0,$$

so that $c_{LR}\approx-(T_ec_{LL}+T_hc_{RR})/\Delta$. Inserted into the row of $LL$, which contains $T_ec_{LR}$, this couples $LL$ to $RR$ by $-T_eT_h/\Delta$. By mirror symmetry the path through $RL$ gives the same amount:

$$V_{CT}\approx-\frac{2T_eT_h}{\Delta},\qquad |T_e|,|T_h|\ll\Delta.$$

Exchange is thus not the only survivor. The local kernel and the double hop remain as well, and all three need overlap.

## How fast the overlap terms decay

Let the tails be $h\sim e^{-\kappa_hr}$ and $e\sim e^{-\kappa_er}$. Angular factors and nodes change the algebraic prefactors, not the exponents. With $r_L,r_R$ the distances from the two centres, define

$$\xi=\frac{r_L+r_R}{R}\ge1,\qquad \eta=\frac{r_L-r_R}{R},\qquad -1\le\eta\le1.$$

Then $h_Lh_R=e^{-\kappa_hR\xi}$. With the volume element $(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$, the charge of this cloud is

$$2\pi\frac{R^3}{8}\int_1^\infty\Big(2\xi^2-\frac23\Big)e^{-\kappa_hR\xi}\,d\xi\;\to\;\frac{\pi R^2}{3\kappa_h}\,e^{-\kappa_hR}.$$

The last form holds for large $R$, where the exponential confines $\xi$ to the neighbourhood of 1 and the bracket is $4/3$. The cloud $e_Le_R$ behaves in the same way with $\kappa_e$. For these bare tails the exchange integral is the product of the two charges and a mean inverse distance, which varies algebraically up to a logarithm. Its rate is $\kappa_h+\kappa_e$.

The orbitals of the four configurations are orthogonal, which the bare tails are not. To first order in the overlap $S_h$ of the normalized hole orbitals, making them orthogonal changes their cloud to $h_Lh_R-\frac12S_h(h_L^2+h_R^2)$. Its net charge is zero, but both parts are of order $e^{-\kappa_hR}$ up to powers of $R$, and they lie in different places, so they do not cancel point by point. The same holds for the electron orbitals. Orthogonality therefore changes the algebraic prefactor of the exchange integral, not its rate. The kernel integral below comes from the region midway between the molecules, where the correction becomes negligible at large $R$.

The local kernel behaves differently. For local exchange with full weight, each spin density contributes $-\frac32(3/4\pi)^{1/3}n_\sigma^{4/3}$ to the energy density. Two derivatives give

$$f_T=-\frac23\Big(\frac{3}{4\pi}\Big)^{1/3}n_\sigma^{-2/3},$$

which is large where the density is thin. If the hole orbital dominates the density tail,

$$n_\sigma\propto e^{-2\kappa_hr_L}+e^{-2\kappa_hr_R}=2e^{-\kappa_hR\xi}\cosh(\kappa_hR\eta).$$

Multiplying $n_\sigma^{-2/3}$ by the four orbitals gives

$$f_T\,h_Le_Lh_Re_R\propto-e^{-(\kappa_h/3+\kappa_e)R\xi}\,[2\cosh(\kappa_hR\eta)]^{-2/3}.$$

The $\eta$ integral adds an algebraic factor, so the rate is $\kappa_h/3+\kappa_e$. This is slower than exchange but still exponential.

For $\kappa_h=1.0$ and $\kappa_e=0.5$ bohr$^{-1}$ the two predictions are 1.5 and 0.833 bohr$^{-1}$. Quadrature at 20, 40 and 80 bohr, combined so that a power-law prefactor cancels, gives 1.497 for exchange, 1.495 for the product of the two overlaps, and 0.832 for the kernel term.

The one-electron and exact-exchange parts of $T_e$ and $T_h$ have rates $\kappa_e$ and $\kappa_h$, so their product again has rate $\kappa_h+\kappa_e$. The kernel part of $T_h$ needs care. On the line between the molecules, for $r_R\le R/2$, its integrand varies as $\exp[-\kappa_hR-(2\kappa_e-\tfrac43\kappa_h)r_R]$. If $\kappa_e<\tfrac23\kappa_h$ it is largest midway, and its rate is $\kappa_h/3+\kappa_e$. Even then $V_{CT}$, which carries a further factor $e^{-\kappa_eR}$, decays faster than the direct kernel term.

With local exchange as the only kernel, the direct kernel term therefore wins in this tail model at sufficiently large $R$ whenever $a<1$. Local correlation changes this condition. The triplet kernel of VWN correlation also grows as $n^{-2/3}$ in thin density and has the opposite sign. Its magnitude is 0.23, 0.67 and 1.05 times that of full local exchange at total densities of $10^{-1}$, $10^{-4}$ and $10^{-10}$ bohr$^{-3}$. With it the slowly decaying kernel term survives at $a=1$, is positive in the far tail, and at $a=0$ is nearly cancelled there. The rates presuppose a bound electron orbital. For an unbound one $\kappa_e$ is not defined, and the orbital argument fixes no rate.

## What exact exchange changes

The fraction $a$ multiplies the direct exchange term and reduces local exchange to $1-a$. It also changes the orbitals, and it changes $\Delta$. Subtracting the diagonal elements of $LL$ and $LR$, and neglecting the small kernel term of the separated pair, gives

$$\Delta\approx-\langle h_Le_L|f_T|h_Le_L\rangle+a\big[(h_Lh_L|e_Le_L)-(h_Lh_L|e_Re_R)\big].$$

The bracket is positive, because the electron and the hole attract more strongly on one molecule than across two. Its second integral tends to $1/R$. At $a=0$ the gap $\Delta$ should hardly depend on distance; at $a=1$ it should rise with $R$ as $-1/R$.

## The ethylene dimer

Two ethylene molecules are stacked face to face, with CC 1.34 Å, CH 1.09 Å and HCC angle 121.5°, in the 6-31G basis. The functional mixes a fraction $a$ of exact exchange with $1-a$ of local exchange and keeps full VWN correlation. It serves as a controlled scan of $a$, not as a reference for ethylene.

The full coupling comes from all single excitations of the right symmetry. At 3.5 Å and $a=0.25$ the two lowest triplets lie at 4.2829 and 4.5646 eV, so

$$V^T=\tfrac12(4.5646-4.2829)\ \text{eV}=0.141\ \text{eV}=141\ \text{meV}.$$

An independent iterative solver gives the same two energies.

The four-configuration model with the π and π* orbitals splits the coupling into its parts. At 3.5 Å, with couplings in meV and $\Delta$ in eV:

| $a$ | full | kernel | exchange | CT | $\Delta$ |
|---|---|---|---|---|---|
| 0 | 235 | −8.8 | 0 | 248 | 0.94 |
| 0.25 | 141 | −5.6 | −3.4 | 155 | 2.42 |
| 0.5 | 106 | −1.9 | −7.2 | 122 | 3.83 |
| 1 | 80 | +6.7 | −15.3 | 99 | 6.47 |

For $a=0.25$ the parts add up to $-5.6-3.4+155=146$ meV, against 141 meV in full. The CT part is obtained by diagonalizing the four-configuration matrix and subtracting the direct terms. At this distance the model overestimates the full coupling by 2 to 7% for $a\le0.5$ and by 13% for $a=1$; at 5.5 Å and $a=1$ the excess is 19%. The entries are not converged with respect to the basis: with diffuse s and p shells on carbon (6-31+G) the full coupling at 3.5 Å rises from 141 to 165 meV for $a=0.25$ and from 80 to 91 meV for $a=1$.

The triplet coupling falls by a factor of 2.9 from $a=0$ to $a=1$. The direct exchange term does grow nearly in proportion to $a$, but it is negative and small, and it opposes the dominant CT part. The kernel term changes sign. At $a=1$ no local exchange is left, so the positive value there comes from the correlation kernel.

The gap follows the formula. At $a=0$ it is 0.94 to 0.95 eV at all three distances, 3.5, 4.5 and 5.5 Å. At $a=1$ it rises from 6.47 to 7.42 to 8.03 eV, in steps of 0.95 and 0.61 eV. The point-charge attraction, 14.4 eV Å divided by $R$, would give steps of 0.91 and 0.58 eV.

At 5.5 Å the hops are small compared with $\Delta$, and the second-order formula reproduces the CT part: 0.3246 against 0.3244 meV for $a=0$. It can be inverted for the geometric mean of the hops:

$$\sqrt{|T_eT_h|}=\sqrt{\tfrac12V_{CT}\Delta}=\sqrt{\tfrac12(3.24\times10^{-4})(0.95)}\ \text{eV}\approx12\ \text{meV}.$$

For $a=1$, with 0.0696 meV and 8.03 eV, the same step gives 17 meV. Exact exchange thus enlarges the product of the hops by a factor of about 1.8, while $\Delta$ grows by a factor of 8.5. The larger gap is what weakens the coupling.

### Distance dependence

For $a=0.25$ the full triplet coupling is 141, 7.3 and 0.118 meV at 3.5, 4.5 and 5.5 Å. The first step reduces it by a factor of 19, the second by 62. A pure exponential would have equal factors. The basis consists of Gaussians, whose tails fall too fast, so no rate should be read from these numbers. Adding one diffuse s and one diffuse p shell on carbon raises the value at 5.5 Å from 0.118 to 1.16 meV. The value there thus changes about tenfold with this one extension of the basis, and neither number should be taken as converged. The exponential law rests on the tail analysis above. That analysis needs a bound electron orbital. In 6-31G the π* orbitals are bound for $a=0$ (about −0.6 eV at 5.5 Å), but have positive energy for $a=0.25$ (0.09 and 1.08 eV at 3.5 Å) and $a=1$ (about 3.5 eV at 5.5 Å), so in this basis the orbital argument fixes no rate for these fractions. The sign at $a=0.25$ depends on the basis: in a single molecule the π* energy moves from +0.43 eV in 6-31G to −0.20 eV in 6-31+G*, while at $a=1$ it stays positive (2.1 eV).

The eventual dominance of the kernel term is not seen in this range. At 5.5 Å and $a=0$ it is about −0.01 meV, against a CT part of 0.324 meV.

The Hartree term of the same π–π* configuration, present in the singlet alone, is 498, 209 and 107 meV at the three distances for $a=0.25$. It changes by only 4% between $a=0$ and $a=1$ at 3.5 Å. It is not the whole singlet coupling. At short range the singlet also has kernel, exchange and CT contributions: at 3.5 Å the four-configuration singlet coupling is 359 meV. At all distances the full singlet state mixes in other configurations.

The long-range singlet was therefore taken from the full matrix. A single molecule with $a=0.25$ has $\mu=1.633$ $e\,$bohr for its bright singlet in 6-31G. In 6-31+G* the value is 1.57 and the state drops from 9.2 to 8.0 eV, so the comparison below tests the formula within one basis and does not fix the coupling of real ethylene. At 24 Å, which is 45.35 bohr,

$$\frac{\mu^2}{R^3}=\frac{1.633^2}{45.35^3}=2.86\times10^{-5}\ \text{hartree}=0.778\ \text{meV}.$$

The full dimer gives 0.784 meV, higher by 0.8%. At 12 Å it gives 6.43 meV against 6.22 meV, higher by 3.3%. The deviation falls fourfold when $R$ doubles, as expected of the next multipole correction, which is smaller by $R^{-2}$. The power between the two distances is 3.04.

## When a triplet acquires a power law

The argument needs the spin of each molecule to be conserved. Spin-orbit coupling breaks this. If it mixes a bright singlet into the triplet with a small amplitude $\lambda$, the triplet gains a transition dipole $\lambda\mu$ and a coupling of size $|\lambda|^2\mu^2/R^3$. However small $\lambda$ is, this term outlasts the exponential ones at large enough distance. The magnetic interaction between electron spins, also left out here, does not conserve the separate spins either. The exponential law therefore belongs to the non-relativistic Hamiltonian, and in a real dimer it holds up to the distance at which such terms take over. The remaining values for each distance and exchange fraction are in the numerical output.

## Table of computed values

```
Tail model: kappa_i, kappa_a = 1.00, 0.50 1/bohr
  rate of exchange integral   1.4973 1/bohr
  rate of overlap product     1.4949 1/bohr
  rate of local kernel term   0.8321 1/bohr
Full CI, two H2 (0.74 A), STO-3G: |V| in meV
  R= 3.0 A singlet 215.5078 triplet 8.09e+00
  R= 6.0 A singlet 24.8170 triplet 1.80e-06
  R=12.0 A singlet 3.1285 triplet 1.81e-11
  singlet power between 6 and 12 A: 2.988
Ethylene: CC 1.34 A, CH 1.09 A, HCC 121.5 deg, 6-31G
Triplet V: full, 4-config = kernel + exchange + CT (meV)
dE = E_CT - E_local (eV); Coul = singlet-only term (meV)
  R/A    a      full    4-conf    kernel  exchange        CT    dE    Coul
  3.5 0.00  2.35e+02  2.39e+02 -8.82e+00  0.00e+00  2.48e+02  0.94  492.68
  3.5 0.25  1.41e+02  1.46e+02 -5.60e+00 -3.43e+00  1.55e+02  2.42  498.28
  two lowest triplets, a=0.25: 4.2829 4.5646 eV
  same, iterative solver:      4.2829 4.5646 eV
  3.5 0.50  1.06e+02  1.13e+02 -1.92e+00 -7.15e+00  1.22e+02  3.83  503.20
  3.5 1.00  7.98e+01  9.03e+01  6.72e+00 -1.53e+01  9.88e+01  6.47  511.27
  4.5 0.00  1.72e+01  1.78e+01 -6.46e-01  0.00e+00  1.84e+01  0.95  205.70
  4.5 0.25  7.30e+00  7.56e+00 -3.61e-01 -2.46e-01  8.17e+00  2.67  208.83
  4.5 1.00  3.94e+00  4.45e+00  7.86e-01 -1.07e+00  4.72e+00  7.42  216.63
  5.5 0.00  3.02e-01  3.13e-01 -1.11e-02  0.00e+00  3.24e-01  0.95  105.39
  5.5 0.25  1.18e-01  1.23e-01 -3.72e-03 -3.34e-03  1.30e-01  2.83  106.82
  5.5 1.00  7.00e-02  8.34e-02  2.70e-02 -1.32e-02  6.96e-02  8.03  110.34
a=0.00, 5.5 A: CT term 3.244e-01, hopping formula 3.246e-01 meV
a=0.25, 5.5 A: CT term 1.298e-01, hopping formula 1.298e-01 meV
a=1.00, 5.5 A: CT term 6.963e-02, hopping formula 6.963e-02 meV
5.5 A, a=0.25, |V| triplet: 6-31G 1.184e-01 meV
  with diffuse s,p (exponent 0.05 1/bohr^2) 1.155e+00 meV
Monomer bright singlet, a=0.25: 9.213 eV, mu = 1.6330 e*bohr
  R=12.0 A: singlet V 6.4295, mu^2/R^3 6.2226 meV
  R=24.0 A: singlet V 0.7843, mu^2/R^3 0.7778 meV
  singlet power between 12 and 24 A: 3.035
```
